\section*{Mask-Plane Coherence from a Uniform Circular Source in Projection Lithography, part 1}

(Sections cited here and not found follow in the second part.)

\section{From an incoherent source to the coherence at the mask}

Let $E(\mathbf x)$ be the complex amplitude of a scalar light field at the point $\mathbf x=(x,y)$ of the mask plane, at one frequency and with the time factor $e^{-i\omega t}$ removed. The vacuum wavelength is $\lambda$, and $k=2\pi/\lambda$. The mask is lit from air, whose refractive index is taken as one. A plane wave that travels at an angle $\theta$ to the optical axis has on the mask the form $e^{ik\mathbf p\cdot\mathbf x}$, where $\mathbf p=(p_x,p_y)$ holds its two transverse direction cosines and $|\mathbf p|=\sin\theta$.

The source fluctuates, so $E$ is a random quantity, and angle brackets denote the average over its realizations. The mutual intensity of two mask points and its normalized form, the coherence, are
\begin{equation}
J(\mathbf x_1,\mathbf x_2)=\langle E(\mathbf x_1)E^*(\mathbf x_2)\rangle,
\qquad
\mu(\mathbf x_1,\mathbf x_2)=\frac{J(\mathbf x_1,\mathbf x_2)}{\sqrt{I_1I_2}},
\qquad I_j=J(\mathbf x_j,\mathbf x_j).
\label{eq:def}
\end{equation}
To see what $\mu$ measures, let the light from the two points be brought together after the second contribution has been given an extra phase $-\phi$. The mean intensity is
\begin{equation}
\langle|E_1+e^{-i\phi}E_2|^2\rangle
=I_1+I_2+2\sqrt{I_1I_2}\,\mathrm{Re}\left(e^{i\phi}\mu\right).
\label{eq:fringe}
\end{equation}
As $\phi$ varies, the last term runs between $\pm2\sqrt{I_1I_2}\,|\mu|$. For $I_1=I_2$ the fringe visibility, which is the difference of the largest and smallest intensity divided by their sum, is therefore $|\mu|$. The phase of $\mu$ says where the fringes lie. A negative real $\mu$ means that two contributions added with $\phi=0$ give less light than the sum of their separate intensities.

The source is a disk, and the claim concerns the field that it produces at the mask. Let its mean-square field be spread uniformly over the direction cosines $|\mathbf p|\le a$, with no light outside. Then for two points a distance $d$ apart
\begin{equation}
\mu(d)=\frac{2J_1(v)}{v},\qquad v=kad=\frac{2\pi ad}{\lambda},\qquad \mu(0)=1,
\label{eq:claim}
\end{equation}
where $J_1$ is a Bessel function. The symbol $J$ with two position arguments is the mutual intensity; with a numerical index it is a Bessel function. The derivation needs two physical facts: each source point lights the mask with one plane wave, and different source points emit independently.

The first fact is the purpose of Köhler illumination. Place the source in the front focal plane of a condenser of focal length $f$, and the mask in its back focal plane. Let $\boldsymbol\xi$ be a position in the source plane and $\mathbf u$ a position in the plane of the lens. In the Fresnel approximation, propagation over the distance $f$ multiplies the field by
\begin{equation}
\frac{e^{ikf}}{i\lambda f}\exp\left[\frac{ik}{2f}|\mathbf u-\boldsymbol\xi|^2\right]
\end{equation}
and integrates over the starting plane. A thin lens contributes the factor $\exp[-ik|\mathbf u|^2/(2f)]$. A source point of amplitude $b(\boldsymbol\xi)$ thus produces at the mask
\begin{equation}
E_{\boldsymbol\xi}(\mathbf x)=b(\boldsymbol\xi)\frac{e^{2ikf}}{(i\lambda f)^2}
\int d^2u\,\exp\left\{\frac{ik}{2f}\left[|\mathbf u-\boldsymbol\xi|^2-|\mathbf u|^2+|\mathbf x-\mathbf u|^2\right]\right\},
\label{eq:lensint}
\end{equation}
provided that the lens is wide enough not to cut off the light. Expanding the three squares and then completing the square in $\mathbf u$ gives
\begin{align}
|\mathbf u-\boldsymbol\xi|^2-|\mathbf u|^2+|\mathbf x-\mathbf u|^2
&=|\mathbf u|^2-2\mathbf u\cdot(\boldsymbol\xi+\mathbf x)+|\boldsymbol\xi|^2+|\mathbf x|^2\nonumber\\
&=|\mathbf u-(\boldsymbol\xi+\mathbf x)|^2-|\boldsymbol\xi+\mathbf x|^2+|\boldsymbol\xi|^2+|\mathbf x|^2\nonumber\\
&=|\mathbf u-(\boldsymbol\xi+\mathbf x)|^2-2\boldsymbol\xi\cdot\mathbf x .
\end{align}
The quadratic terms in $\boldsymbol\xi$ and $\mathbf x$ have cancelled because both distances equal $f$. The remaining Gaussian integral is found by adding a small damping $\epsilon>0$:
\begin{equation}
\int d^2w\,e^{-(\epsilon-ik/2f)|\mathbf w|^2}=\frac{\pi}{\epsilon-ik/2f}
\;\longrightarrow\;\frac{2\pi i f}{k}=i\lambda f
\qquad(\epsilon\to0).
\end{equation}
One of the two factors $i\lambda f$ in the denominator of Eq.~\eqref{eq:lensint} is removed, and
\begin{equation}
E_{\boldsymbol\xi}(\mathbf x)=b(\boldsymbol\xi)\frac{e^{2ikf}}{i\lambda f}\,e^{-ik\boldsymbol\xi\cdot\mathbf x/f}.
\label{eq:plane}
\end{equation}
This is a plane wave with $\mathbf p=-\boldsymbol\xi/f$. The minus sign records that a source point above the axis sends its light downward through the mask. A one-dimensional version of the lens integral, evaluated numerically, was tested against this phase for several pairs of source and mask positions.

The Fresnel form is restricted to small angles. For a condenser of larger aperture the mapping $\mathbf p=-\boldsymbol\xi/f$ is kept as an assumption: it is the sine condition, $|\boldsymbol\xi|=f\sin\theta$. The rest of the argument uses this mapping. It also assumes that each source point gives one plane wave, of even strength over the mask region of interest, and that the ratio of wave amplitude to source amplitude is the same for all source points.

The second fact is spatial incoherence. Independent emission from different points is expressed by
\begin{equation}
\langle b(\boldsymbol\xi)b^*(\boldsymbol\xi')\rangle=s(\boldsymbol\xi)\,\delta(\boldsymbol\xi-\boldsymbol\xi'),
\end{equation}
with $s$ the source strength. Let the whole source contribute, drop the common phase $e^{2ikf}$, which cancels in $J$, and change the variable to $\mathbf p$ with $d^2\xi=f^2d^2p$. Then
\begin{equation}
E(\mathbf x)=\int d^2p\,A(\mathbf p)\,e^{ik\mathbf p\cdot\mathbf x},
\qquad A(\mathbf p)=\frac{f}{i\lambda}\,b(-f\mathbf p).
\end{equation}
The two-dimensional delta function obeys $\delta(f\mathbf p-f\mathbf p')=\delta(\mathbf p-\mathbf p')/f^2$. The factor $f^2$ from the two amplitudes therefore cancels:
\begin{equation}
\langle A(\mathbf p)A^*(\mathbf p')\rangle=S(\mathbf p)\,\delta(\mathbf p-\mathbf p'),
\qquad S(\mathbf p)=\frac{s(-f\mathbf p)}{\lambda^2}.
\end{equation}
Inserted in the definition of $J$, this removes one of the two direction integrals:
\begin{align}
J(\mathbf x_1,\mathbf x_2)
&=\iint d^2p\,d^2p'\,\langle A(\mathbf p)A^*(\mathbf p')\rangle\,
e^{ik(\mathbf p\cdot\mathbf x_1-\mathbf p'\cdot\mathbf x_2)}\nonumber\\
&=\int d^2p\,S(\mathbf p)\,e^{ik\mathbf p\cdot(\mathbf x_1-\mathbf x_2)}.
\end{align}
At equal points the exponential is one, so the intensity is the same everywhere on the mask. With $\mathbf d=\mathbf x_1-\mathbf x_2$,
\begin{equation}
\mu(\mathbf d)=\frac{\int d^2p\,S(\mathbf p)\,e^{ik\mathbf p\cdot\mathbf d}}{\int d^2p\,S(\mathbf p)}.
\label{eq:vcz}
\end{equation}
This is the van Cittert--Zernike theorem for Köhler illumination: the coherence is the normalized Fourier transform of the source. Each direction $\mathbf p$ by itself lights the two points with a definite phase difference $k\mathbf p\cdot\mathbf d$, and would give fringes of full visibility. Different directions give displaced fringes, whose intensities add. The coherence is the average of the unit phasors $e^{ik\mathbf p\cdot\mathbf d}$, and it is small when the source spreads their phases widely. If neighbouring source points were correlated, terms with $\mathbf p\ne\mathbf p'$ would survive and Eq.~\eqref{eq:vcz} would no longer be exact. It remains a good approximation when the correlation length $\ell$ is far smaller than the source and both mask points lie well within a distance $f/(k\ell)$ of the axis. Farther out the intensity falls off and the coherence can depart strongly from Eq.~\eqref{eq:vcz}.

The role of the condenser becomes clear when it is taken away. Let the source lie at a distance $z$ from the mask, with nothing between them. A source point then gives a spherical wave $e^{ikR_j}/R_j$ at mask point $j$. Let the transverse distances $|\mathbf x_j-\boldsymbol\xi|$ be small compared with $z$, and small enough that the next term of the path expansion, which changes $R_1-R_2$ by at most about $\rho^3d/(2z^3)$, with $\rho$ the larger of the two distances, is far below a wavelength. Then
\begin{equation}
R_j\simeq z+\frac{|\mathbf x_j-\boldsymbol\xi|^2}{2z},
\qquad
R_1-R_2\simeq\frac{|\mathbf x_1|^2-|\mathbf x_2|^2}{2z}-\frac{\boldsymbol\xi\cdot\mathbf d}{z},
\end{equation}
since $|\boldsymbol\xi|^2$ cancels in the difference. The factors $1/R_j$ may be replaced by $1/z$ and drop out of the normalized result. The first term does not depend on the source point and can be taken out of the average:
\begin{equation}
\mu(\mathbf x_1,\mathbf x_2)=
\exp\left[\frac{i\pi(|\mathbf x_1|^2-|\mathbf x_2|^2)}{\lambda z}\right]
\frac{\int d^2\xi\,s(\boldsymbol\xi)\,e^{-ik\boldsymbol\xi\cdot\mathbf d/z}}{\int d^2\xi\,s(\boldsymbol\xi)}.
\label{eq:free}
\end{equation}
The modulus has the same form as before, with $-\boldsymbol\xi/z$ in the place of $\mathbf p$, but a phase that depends on position has appeared. With the mean position $\mathbf X=(\mathbf x_1+\mathbf x_2)/2$ one has $|\mathbf x_1|^2-|\mathbf x_2|^2=2\mathbf X\cdot\mathbf d$, so the phase equals $k(\mathbf X/z)\cdot\mathbf d$. It is the phase that results from adding $\mathbf X/z$ to every direction of illumination. Without the condenser, the cone of light thus tilts from place to place on the mask; with it, each place sees the same cone. A source sum with unexpanded spherical path lengths was tested against Eq.~\eqref{eq:free} for a uniform disk of radius $10^4\lambda$ at $z=10^6\lambda$, with the mask points on one line through the axis at distances $1050\lambda$ and $1000\lambda$ from it, on the same side. It gave a modulus of 0.1812 and a phase of 0.3220~rad.

It remains to evaluate Eq.~\eqref{eq:vcz} for the disk, where $S$ has a constant value $S_0$ for $|\mathbf p|\le a$ and is zero outside. Let $\varphi$ be the angle between $\mathbf p$ and $\mathbf d$, and set $t=kpd$. The integral over $\varphi$ follows from the power series of the exponential. Odd powers of $\cos\varphi$ integrate to zero. For an even power, write $\cos\varphi=(e^{i\varphi}+e^{-i\varphi})/2$ and expand: only the middle term of the binomial sum is free of $\varphi$, so that
\begin{equation}
\int_0^{2\pi}\cos^{2m}\varphi\,d\varphi=2\pi\,\frac{(2m)!}{2^{2m}(m!)^2}.
\end{equation}
The factor $(2m)!$ cancels that of the exponential series, and
\begin{equation}
\int_0^{2\pi}e^{it\cos\varphi}d\varphi
=2\pi\sum_{m=0}^\infty\frac{(-1)^m}{(m!)^2}\left(\frac t2\right)^{2m}=2\pi J_0(t).
\end{equation}
Here the Bessel functions of integer order $n\ge0$ are defined by
\begin{equation}
J_n(t)=\sum_{m=0}^\infty\frac{(-1)^m}{m!\,(m+n)!}\left(\frac t2\right)^{2m+n}.
\label{eq:series}
\end{equation}
For the radial integral, differentiate $tJ_1(t)$ term by term, using $(2m+2)/(m+1)!=2/m!$:
\begin{equation}
\frac{d}{dt}\left[tJ_1(t)\right]
=\sum_{m=0}^\infty\frac{(-1)^m(2m+2)}{m!\,(m+1)!}\,\frac{t^{2m+1}}{2^{2m+1}}
=t\sum_{m=0}^\infty\frac{(-1)^m}{(m!)^2}\left(\frac t2\right)^{2m}=tJ_0(t).
\end{equation}
Since $p\,dp=t\,dt/(kd)^2$ and the upper limit $p=a$ becomes $t=v$,
\begin{equation}
\int_0^aJ_0(kpd)\,p\,dp=\frac{1}{(kd)^2}\int_0^vtJ_0(t)\,dt
=\frac{vJ_1(v)}{(kd)^2}=\frac{aJ_1(v)}{kd}.
\end{equation}
The numerator of Eq.~\eqref{eq:vcz} is $2\pi S_0$ times this, and the denominator is $\pi a^2S_0$. Therefore
\begin{equation}
\mu(d)=\frac{2\pi S_0\,aJ_1(v)/(kd)}{\pi a^2S_0}=\frac{2J_1(v)}{kad}=\frac{2J_1(v)}{v},
\label{eq:result}
\end{equation}
which is Eq.~\eqref{eq:claim}. The result is real because the disk contains $-\mathbf p$ whenever it contains $\mathbf p$, so that the imaginary parts of the phasors cancel in pairs. If the same disk were centred on a direction $\mathbf p_0$, the substitution $\mathbf p\to\mathbf p_0+\mathbf p$ would multiply $\mu$ by $e^{ik\mathbf p_0\cdot\mathbf d}$. An off-axis disk therefore shifts the fringes and leaves their visibility unchanged.

For Köhler illumination by a spatially incoherent source that fills the disk $|\mathbf p|\le a$ uniformly, the coherence of two mask points a distance $d$ apart has been shown to be $\mu(d)=2J_1(v)/v$ with $v=kad$. It remains to find which lens aperture fixes $a$ when the source size is quoted through the partial coherence factor, and what the coherence does to the image of the mask.
